# Electrostriction ratio from the misfit dependence of a ferroelectric film's instability

## Common information

A crystal that is cubic and unpolarized at high temperature is grown as a film on a (001) substrate. Axes 1 and 2 lie in the film and axis 3 is its normal. The substrate imposes equal normal strains $u_1=u_2=u$ and no in-plane shear, $u_6=0$. Strain is measured from the unstrained cubic film, so $u>0$ is tensile and $u<0$ compressive. The top face is free: $\sigma_3=\sigma_4=\sigma_5=0$.

At fixed stress the energy per volume is, in mean-field theory,

$$
\begin{aligned}
G={}&a|\mathbf P|^2-\tfrac12 s_{11}(\sigma_1^2+\sigma_2^2+\sigma_3^2)-s_{12}(\sigma_1\sigma_2+\sigma_1\sigma_3+\sigma_2\sigma_3)\\
&-\tfrac12 s_{44}(\sigma_4^2+\sigma_5^2+\sigma_6^2)-\sum_{i=1}^{6}\sigma_iA_i+O(P^4),
\end{aligned}
$$

with $a=(T-\theta)/(2\varepsilon_0C)$. Here $C$ is the Curie constant, $\theta$ the Curie–Weiss temperature and $s_{ij}$ the compliances. The $A_i$ are the strains that polarization produces at zero stress:

$$
A_1=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad A_6=Q_{44}P_1P_2,
$$

and cyclically for the others. The strains are $u_i=-\partial G/\partial\sigma_i$.

Polarization is taken as uniform, and no other structural order is present. Until part (e) the electrodes screen perfectly, so there is no depolarizing field. The instability temperature $T^*$ is where the unpolarized state first loses stability on cooling. For a uniform mode it is found by extrapolating to zero, from above, the inverse permittivity along the direction in which that mode is polarized. A measurement between top and bottom electrodes probes only the out-of-plane direction; an in-plane mode needs an in-plane field. If the transition is discontinuous, polarization may appear above $T^*$.

## (a) Energy of the clamped film

**Question.** Find the film's energy to second order in $\mathbf P$ at given $u$.

**Answer.** The in-plane strains are fixed, not the conjugate stresses. The appropriate energy is therefore the Legendre transform

$$
F=G+\sigma_1u_1+\sigma_2u_2+\sigma_6u_6=G+(\sigma_1+\sigma_2)u .
$$

Regard the right side as a function $\Phi(\mathbf P,\sigma)$ at fixed $u$. Its derivative with respect to $\sigma_1$ is $u$ minus the strain $-\partial G/\partial\sigma_1$. Requiring this to vanish imposes the correct strain, and the same holds for $\sigma_2$ and $\sigma_6$. Thus $F$ is the stationary value of $\Phi$ in these stresses.

At $\mathbf P=0$ the conditions are

$$
s_{11}\sigma_1+s_{12}\sigma_2=u,\qquad s_{12}\sigma_1+s_{11}\sigma_2=u,\qquad s_{44}\sigma_6=0 .
$$

Their solution is $\sigma_1=\sigma_2=\sigma_0=u/S$ and $\sigma_6=0$, where $S=s_{11}+s_{12}$.

A small polarization changes the stresses by $\delta\sigma=O(P^2)$. At the old stresses, the derivatives of $\Phi$ are $-A_i$, also $O(P^2)$. The resulting energy change is a product of these two quantities, plus a term quadratic in $\delta\sigma$, and is $O(P^4)$. To second order we may therefore insert the old stresses:

$$
F=2\sigma_0u-S\sigma_0^2+a|\mathbf P|^2-\sigma_0(A_1+A_2)+O(P^4).
$$

The first two terms give $u^2/S$. Adding the polarization strains gives

$$
A_1+A_2=(Q_{11}+Q_{12})(P_1^2+P_2^2)+2Q_{12}P_3^2 .
$$

Hence

$$
F=\frac{u^2}{S}+a_{\rm in}(P_1^2+P_2^2)+a_{\rm out}P_3^2+O(P^4),
$$

$$
a_{\rm in}=a-\frac{(Q_{11}+Q_{12})u}{S},\qquad
a_{\rm out}=a-\frac{2Q_{12}u}{S}.
$$

The combination $A_1+A_2$ is the fractional change of in-plane area that the polarization would cause in a free crystal. A compressed film favours a polarization that shrinks this area; a stretched film favours one that enlarges it. The shear constants $s_{44}$ and $Q_{44}$ do not enter at this order.

## (b) Instability temperatures

**Question.** Find the temperatures at which the in-plane and out-of-plane modes become unstable. For which signs of the electrostriction coefficients does $T^*$ rise above $\theta$ under both tension and compression?

**Answer.** Each mode becomes unstable when its quadratic coefficient vanishes. Multiplying $a_{\rm in}=0$ and $a_{\rm out}=0$ by $2\varepsilon_0C$ gives

$$
T_{\rm in}=\theta+\frac{2\varepsilon_0C(Q_{11}+Q_{12})}{S}u,\qquad
T_{\rm out}=\theta+\frac{4\varepsilon_0CQ_{12}}{S}u .
$$

On cooling, the higher of the two is reached first, so $T^*=\max(T_{\rm in},T_{\rm out})$. In this model it is made of two straight lines meeting at $u=0$.

Elastic stability requires the strain energy $u^2/S$ to be positive, so $S>0$. If $Q_{12}$ and $Q_{11}+Q_{12}$ have the same sign, both lines slope the same way and both fall below $\theta$ on one side. If either coefficient is zero, there is also a side without a rise. A rise on both sides therefore requires opposite signs:

- Branch A: $Q_{12}<0<Q_{11}+Q_{12}$. Compression favours out-of-plane polarization and tension in-plane polarization.
- Branch B: $Q_{11}+Q_{12}<0<Q_{12}$. These directions are exchanged.

At this order the direction of polarization within the plane is undetermined, because $P_1$ and $P_2$ have the same coefficient.

## (c) Inferring the electrostriction ratio

**Question.** $T^*$ rises 1.28 times faster per unit compression than per unit tension. The mode that becomes unstable under compression is polarized out of plane. Find $Q_{11}/Q_{12}$. Is the information about the mode necessary? How precisely is the ratio determined?

**Answer.** The stated direction selects branch A. The positive slopes per unit compression and tension are

$$
k_c=\frac{4\varepsilon_0C|Q_{12}|}{S},\qquad
k_t=\frac{2\varepsilon_0C(Q_{11}+Q_{12})}{S}.
$$

Put $\rho=k_c/k_t$ and $r=Q_{11}/Q_{12}$. Since $|Q_{12}|=-Q_{12}$,

$$
\rho=\frac{-2Q_{12}}{Q_{11}+Q_{12}}=-\frac{2}{r+1}
\quad\Longrightarrow\quad r=-1-\frac2\rho .
$$

For $\rho=1.28$,

$$
\frac{Q_{11}}{Q_{12}}=-1-1.5625=-2.5625\simeq-2.56 .
$$

The Curie constant, $\theta$ and the compliances have cancelled.

The direction is necessary. On branch B the compressive slope comes from the in-plane mode, so

$$
\rho=\frac{-(Q_{11}+Q_{12})}{2Q_{12}}=-\frac{r+1}{2}
\quad\Longrightarrow\quad r=-1-2\rho=-3.56 .
$$

The same slope ratio is thus compatible with two different materials. Knowing the sign of $Q_{12}$ would serve as well as knowing the direction.

The limits of branch A show what is being measured. As $\rho\to\infty$, $r\to-1$: in-plane polarization no longer changes the in-plane area, and the tensile rise vanishes. For $\rho=2$, $r=-2$, so $Q_{11}+2Q_{12}=0$ and polarization conserves volume to this order. The value $-2.56$ with $Q_{12}<0$ means $Q_{11}+2Q_{12}>0$: polarization expands the free crystal.

For small errors, $dr/d\rho=2/\rho^2=1.22$. Rounding alone allows $\rho$ between 1.275 and 1.285, hence $r$ between $-2.569$ and $-2.556$. A 5% error in $\rho$, or 0.064, changes $r$ by about 0.08.

## (d) A film in the barium titanate regime

**Question.** Use the rough values $\theta=390$ K, $C=1.5\times10^5$ K, $s_{11}=8.3$ and $s_{12}=-2.7$ TPa$^{-1}$, and $Q_{12}=-0.043$ m$^4$/C$^2$. Find $Q_{11}$, both slopes, and $T^*$ at misfits of $-0.5\%$ and $+0.5\%$.

**Answer.** The inferred ratio gives

$$
Q_{11}=(-2.5625)(-0.043)=0.110\ \mathrm{m^4/C^2},
$$

and $Q_{11}+Q_{12}=0.0672$ m$^4$/C$^2$. With $S=5.6\times10^{-12}$ Pa$^{-1}$,

$$
k_c=\frac{4(8.854\times10^{-12})(1.5\times10^5)(0.043)}{5.6\times10^{-12}}
=4.08\times10^4\ \mathrm K .
$$

This is the rise per unit strain, or 408 K per percent. Replacing $2|Q_{12}|=0.086$ by $Q_{11}+Q_{12}=0.0672$ gives $k_t=319$ K per percent. Therefore

$$
T^*(-0.5\%)=390+0.5(408)=594\ \mathrm K,
$$

$$
T^*(+0.5\%)=390+0.5(319)\simeq549\ \mathrm K .
$$

These slopes were tested by another route, with $s_{44}=9.2$ TPa$^{-1}$ and $Q_{44}=0.059$ m$^4$/C$^2$. The elastic energy was written in terms of strain, the free strains were relaxed numerically, and the temperature of vanishing lowest curvature in $\mathbf P$ was located. The slopes were 407.9 and 318.7 K per percent, and their ratio returned $-2.5625$. The unstable mode was out of plane at $-0.5\%$ and in plane at $+0.5\%$.

The sign condition in (b) also matters numerically. With $Q_{12}$ unchanged but $Q_{11}/Q_{12}=-0.50$, both coefficients in (b) are negative. At $+0.5\%$ the instability then lies at 339 K, below $\theta$.

## (e) Imperfect electrodes

**Question.** The film has thickness $d=30$ nm and short-circuited electrodes. Treat each electrode as adding a vacuum-like gap of effective thickness $\lambda=0.01$ nm between the polarization charge and its screening charge. How does this alter $T^*$ and the inference for a uniform mode?

**Answer.** For out-of-plane polarization, each gap has field $P_3/\varepsilon_0$ and voltage $\lambda P_3/\varepsilon_0$, up to corrections of relative order $\lambda/d$. Zero total voltage requires a field $E_3=-2\lambda P_3/(\varepsilon_0d)$ in the film. The energy per film volume is

$$
-\tfrac12E_3P_3=\frac{\lambda P_3^2}{\varepsilon_0d}.
$$

This adds $\lambda/(\varepsilon_0d)$ to $a_{\rm out}$ and leaves $a_{\rm in}$ unchanged. Multiplication by $2\varepsilon_0C$ gives the lowering of $T_{\rm out}$:

$$
\Delta=\frac{2C\lambda}{d}=\frac{2(1.5\times10^5)(0.01)}{30}=100\ \mathrm K .
$$

At fixed thickness and screening, $\Delta$ is independent of $u$, so the out-of-plane slope remains 408 K per percent. The crossing of the two modes moves, however. Setting $\theta-\Delta-k_cu=\theta+k_tu$ gives

$$
u_{\rm kink}=-\frac{\Delta}{k_c+k_t}=-\frac{100}{408+319}\,\%\simeq-0.138\% .
$$

Between this misfit and zero, the first uniform mode to become unstable in a compressed film is in plane. For uniform modes, both compressive values of $T^*$ must lie beyond the kink if their difference is to give $k_c$.

A slope drawn from $\theta$ to one compressive point gives a false result. At $-0.5\%$ the uniform instability is now at 494 K, so the apparent ratio is $(494-390)/(549.3-390)=0.65$. The formula in (c) would return $-4.07$. The 100 K shift applies to uniform polarization. A striped pattern reduces the depolarizing energy at a cost in gradient energy, and can become unstable first. For an energy $\tfrac12g(\partial_1P_3)^2$ with $g$ between $2\times10^{-11}$ and $3\times10^{-10}$ J m$^3$/C$^2$, a linear estimate puts the striped instability at $-0.5\%$ at roughly 570 to 530 K. The value 494 K is then where the uniform inverse permittivity extrapolates to zero, not where the unpolarized state first loses stability. In the same estimate the striped instability rises by only about 390 to 340 K per percent between $-0.3\%$ and $-0.5\%$, so its slope should not be used as $k_c$. At $-0.1\%$ the striped mode, at roughly 400 K, also lies above the in-plane instability at 358 K, so the kink found above belongs to the uniform modes only.

## (f) Thermal expansion

**Question.** The misfit is quoted as $u_r$ at a fixed temperature $T_r$, but the carried strain is $u=u_r+\beta(T-T_r)$, with $\beta=2\times10^{-6}$ K$^{-1}$. What ratio is inferred if $u_r$ is used? Assume perfect screening again.

**Answer.** Under compression the instability satisfies

$$
T^*=\theta-k_c[u_r+\beta(T^*-T_r)],
$$

and hence

$$
(1+\beta k_c)T^*=\theta-k_cu_r+\beta k_cT_r .
$$

Under tension, $T^*=\theta+k_t[u_r+\beta(T^*-T_r)]$ similarly gives a factor $1-\beta k_t$, which is positive here. The apparent slopes are

$$
k_c'=\frac{k_c}{1+\beta k_c}=377\ \mathrm{K/\%},\qquad
k_t'=\frac{k_t}{1-\beta k_t}=340\ \mathrm{K/\%}.
$$

Their ratio is 1.108, which would give $Q_{11}/Q_{12}=-2.81$. The corrections, $\beta k_c=0.082$ and $\beta k_t=0.064$, act in opposite directions on the two slopes because the same $\beta$ was used on both sides. Tensile and compressive films need different substrates, so $\beta$ generally differs between them: with $-2\times10^{-6}$ K$^{-1}$ on the tensile side only, the apparent ratio would be 1.26. The remedy is to plot $T^*$ against the strain at $T^*$ itself.

## (g) Misfit dislocations and the real case

**Question.** Estimate the strain that a 30 nm film retains in equilibrium when the nominal misfit has magnitude $f=0.5\%$. Take two perpendicular arrays of edge dislocations with in-plane Burgers vector $b=0.4$ nm and the isotropic line-energy estimate

$$
W=\frac{Yb^2[\ln(d/b)+1]}{8\pi(1-\nu^2)},\qquad Y=\frac1{s_{11}},\quad \nu=-\frac{s_{12}}{s_{11}} .
$$

The added 1 represents the core energy. Assess the inference for real films.

**Answer.** Let $u$ now denote the magnitude of the retained strain. Arrays of spacing $D$ relieve $f-u=b/D$ in each direction. Their line length per area is $2/D$. Adding the elastic energy from (a), the energy per area is

$$
\mathcal E(u)=\frac{u^2d}{S}+\frac{2(f-u)W}{b}.
$$

It is convex. Its derivative, $2ud/S-2W/b$, vanishes at

$$
u_{\rm eq}=\frac{SW}{bd},
$$

provided this is below $f$. Here $\nu=0.325$ and $W=4.56$ nJ/m, so

$$
u_{\rm eq}=\frac{(5.6\times10^{-12})(4.56\times10^{-9})}{(0.4\times10^{-9})(30\times10^{-9})}
\simeq0.21\% .
$$

Within this estimate, a film carrying the full 0.5% is out of equilibrium: its energy would fall as dislocations entered. It can keep that strain only if dislocations are slow to form or move, which the estimate does not describe. In this estimate $u_{\rm eq}$ does not depend on $f$, but that comes from adding isolated line energies to $u^2d/S$, which counts the average field of each array twice. The value 0.21% is the misfit at which the first dislocations lower the energy. Beyond it the full elastic energy of the arrays makes the equilibrium strain fall as $f$ grows, to roughly 0.1% at $f=0.5\%$. If films on both sides reached equilibrium, $T^*$ would therefore stop rising, and then drop, once dislocations appeared. The crystal is also anisotropic, with $2(s_{11}-s_{12})/s_{44}=2.4$ for the values in (d). Cubic elasticity raises $W$ by about a third and the onset misfit to about 0.28%, still below $f$. A smaller, one-sided error also matters: if compressive films carry 90% of their nominal strain and tensile films carry all of it, the apparent slope ratio is $0.9\times1.28=1.152$ and the inferred ratio is $-2.74$. The in-plane lattice parameter should therefore be measured, not assumed from the substrate.

The parameters are rough values for barium titanate, whose bulk ferroelectric transition lies near 400 K; the inferred $Q_{11}$ of 0.11 m$^4$/C$^2$ is of the usual size for this material. The slopes and their ratio depend on the parameter set. With $C=1.37\times10^5$ K, $S=5.9$ TPa$^{-1}$, $Q_{11}=0.10$ and $Q_{12}=-0.034$ m$^4$/C$^2$, also used for this material, $k_c$ is about 280 K per percent and $\rho$ about 1.03. Transitions reported for compressed barium titanate films rise at a rate nearer this lower figure than 408 K per percent. The thickness and misfit are ordinary for epitaxial oxide films. Real films can break the assumptions of perfect screening, fixed strain and full coherence. For the chosen numbers, neglecting these effects moves the inferred ratio from $-2.56$ to $-4.07$, $-2.81$ and $-2.74$ respectively, the first for a uniform mode and through a slope wrongly drawn from $\theta$. Couplings of higher order in strain would curve the lines and have not been sized, so the slopes should be taken over a range where the data are straight.

## Computed values

```
Given slope ratio, compression/tension: 1.28
Inferred Q11/Q12: -2.5625
Q11/Q12 from numerical slopes: -2.5625
Largest recovery error, six trial materials: 1.5e-08
Q11/Q12 on the opposite sign branch: -3.56
Numerical slope ratio on that branch: 1.2800
Sensitivity d(Q11/Q12)/d(rho): 1.221
Q11/Q12 for rho = 1.275: -2.569
Q11/Q12 for rho = 1.285: -2.556
Rough Curie-Weiss temperature: 390 K
Rough Curie constant: 1.50e+05 K
Rough s11, s12, s44: 8.3, -2.7, 9.2 1/TPa
Rough Q12: -0.043 m^4/C^2
Rough Q44: 0.059 m^4/C^2
Inferred Q11: 0.1102 m^4/C^2
Q11 + Q12: 0.0672 m^4/C^2
Compressive slope, formula: 407.9 K per percent
Compressive slope, numerical: 407.9 K per percent
Tensile slope, formula: 318.7 K per percent
Tensile slope, numerical: 318.7 K per percent
Instability at -0.5% misfit: 594.0 K
Instability at +0.5% misfit: 549.3 K
Out-of-plane mode weight at -0.5%: 1.000
Out-of-plane mode weight at +0.5%: 0.000
One-sided case, Q11/Q12: -0.50
One-sided case, instability at +0.5%: 339.0 K
Rough thermal mismatch du/dT: 2.0e-06 1/K
Compressive slope with it: 377.2 K per percent
Tensile slope with it: 340.4 K per percent
Apparent slope ratio with it: 1.108
Apparent Q11/Q12 with it: -2.81
Film thickness: 30 nm
Rough screening length per electrode: 0.010 nm
Lowering of out-of-plane instability: 100.0 K
Screened instability at -0.5%: 494.0 K
Screened compressive slope: 407.9 K per percent
Kink moves to misfit: -0.138 percent
False slope ratio drawn from theta: 0.652
False Q11/Q12 from it: -4.07
Rough Burgers vector: 0.4 nm
Poisson ratio from compliances: 0.325
Dislocation line energy: 4.56 nJ/m
Equilibrium retained strain: 0.213 percent
Slope ratio after 10% compressive relaxation: 1.152
Apparent Q11/Q12 after it: -2.74
```
